\section*{Exterior potentials, multipole moments and the Weinert pseudo-charge}

\section{The result}

Let a charge density $\rho(\mathbf r)$ be confined to a sphere of radius $R$ centred at the origin. In Hartree atomic units (charge in $e$, length in bohr, potential in hartree$/e$) the potential obeys $\nabla^2V=-4\pi\rho$. With $V\to0$ at infinity, its value at every point with $r>R$ is
\begin{equation}
V(\mathbf r)=\sum_{l=0}^{\infty}\sum_{m=-l}^{l}\frac{4\pi}{2l+1}\,
q_{lm}\,\frac{Y_{lm}(\hat{\mathbf r})}{r^{l+1}},
\label{main}
\end{equation}
where the multipole moments are
\begin{equation}
q_{lm}=\int Y^*_{lm}(\hat{\mathbf r})\,r^l\rho(\mathbf r)\,d^3r .
\label{moments}
\end{equation}
The $Y_{lm}$ are complex spherical harmonics, orthonormal on the unit sphere. Nothing about $\rho$ except the numbers $q_{lm}$ enters (\ref{main}). Two densities confined to the sphere therefore have the same outside potential if their moments agree, and it will be shown that they have it only then.

This permits a useful replacement. Near a nucleus the true charge varies too rapidly for a short Fourier series. A smooth pseudo-charge with the same moments gives the same potential outside the sphere, and its Fourier series converges quickly. In a crystal the statement holds between the spheres up to a constant, which is calculated below.

\section{Proof}

\subsection{The radial equation and its first integral}

Expand potential and density on each spherical surface:
\begin{equation}
V_{lm}(r)=\int Y^*_{lm}V\,d\Omega,\qquad
\rho_{lm}(r)=\int Y^*_{lm}\rho\,d\Omega .
\label{proj}
\end{equation}
The Laplacian is $r^{-2}\partial_r(r^2\partial_r)+r^{-2}\nabla^2_\Omega$. Its angular part is self-adjoint on the sphere and satisfies $\nabla_\Omega^2Y_{lm}=-l(l+1)Y_{lm}$. Multiplying Poisson's equation by $r^2Y^*_{lm}$ and integrating over angles gives
\begin{equation}
(r^2V_{lm}')'-l(l+1)V_{lm}=-4\pi r^2\rho_{lm}.
\label{radial}
\end{equation}
Now multiply by $r^l$. The left side becomes a total derivative, because
\begin{align}
\left(r^{l+2}V_{lm}'-l\,r^{l+1}V_{lm}\right)'
&=r^l(r^2V_{lm}')'+l\,r^{l+1}V_{lm}'\nonumber\\
&\quad-l\,r^{l+1}V_{lm}'-l(l+1)r^lV_{lm}\nonumber\\
&=r^l\left[(r^2V_{lm}')'-l(l+1)V_{lm}\right].
\label{total}
\end{align}
For a bounded density, $V$ and its gradient are finite at the origin, so the bracket being differentiated vanishes there. Integration from $0$ to $r$ yields
\begin{equation}
r^{l+2}V_{lm}'-l\,r^{l+1}V_{lm}=-4\pi q_{lm}(r),
\label{first}
\end{equation}
with the enclosed moment
\begin{equation}
q_{lm}(r)=\int_0^r s^{l+2}\rho_{lm}(s)\,ds .
\end{equation}
For $l=0$ this is Gauss's law. For higher $l$ it is the corresponding law for one angular component: a particular combination of field and potential at radius $r$ responds only to the moment enclosed. Charge farther out may change $V_{lm}$ and $V'_{lm}$ separately, but not this combination.

A point charge is covered by replacing it with a small uniform ball of the same total charge. The potential outside the ball is unchanged. So are the moments, because $r^lY^*_{lm}$ is a harmonic polynomial, and its average over a ball equals its value at the centre.

\subsection{The solution outside the charge}

For $r>R$ the right side of (\ref{radial}) vanishes. Trying $V_{lm}=r^p$ gives $p(p+1)=l(l+1)$, hence $p=l$ or $p=-l-1$, and
\begin{equation}
V_{lm}(r)=A\,r^{-l-1}+B\,r^l .
\end{equation}
Since $V\to0$ at infinity, $V_{lm}\to0$ as well. The second term does not decay, even for $l=0$, where it is a constant; thus $B=0$. Insert the first term into (\ref{first}), where $q_{lm}(r)$ has reached its full value $q_{lm}$:
\begin{equation}
-(l+1)A-lA=-4\pi q_{lm}
\quad\Longrightarrow\quad
A=\frac{4\pi q_{lm}}{2l+1}.
\label{A}
\end{equation}
Summing $V_{lm}Y_{lm}$ gives (\ref{main}). The $Y_{lm}$ are complete and $V$ is smooth on a surface that carries no charge, so the sum represents $V$ there.

As a check of factors, a spherical charge of total $Q$ has only $q_{00}=Q/\sqrt{4\pi}$. With $Y_{00}=1/\sqrt{4\pi}$, equation (\ref{main}) reduces to $V=Q/r$, whatever the radial profile.

\subsection{The converse, and charge outside}

Projecting (\ref{main}) on one harmonic at any radius $r>R$ gives
\begin{equation}
q_{lm}=\frac{2l+1}{4\pi}\,r^{l+1}\int Y^*_{lm}(\hat{\mathbf r})V(\mathbf r)\,d\Omega .
\label{converse}
\end{equation}
The outside potential thus fixes every moment. If two densities differ in even one moment, their outside potentials differ.

If there is also charge outside the sphere, Poisson's equation is linear and the potentials add. The outer charge contributes the same potential before and after the inner charge is replaced. Equation (\ref{main}) then describes the contribution of the inner charge alone.

\section{Matching a finite number of moments}

A calculation matches moments up to some $l=L$. To bound the error, consider one point charge $q$ at distance $s$ from the origin and put the $z$ axis through it. On this axis $Y_{lm}$ vanishes for $m\neq0$, while $Y_{l0}=\sqrt{(2l+1)/4\pi}\,P_l(\cos\theta)$ and $P_l(1)=1$. Hence $q_{l0}=q\,s^l\sqrt{(2l+1)/4\pi}$, and (\ref{main}) becomes
\begin{equation}
V(\mathbf r)=q\sum_{l=0}^{\infty}\frac{s^l}{r^{l+1}}P_l(\cos\theta),
\label{legendre}
\end{equation}
where $\theta$ is the angle between $\mathbf r$ and the position of the charge.

The size of $P_l$ follows from the same series. With $t=s/r$, the function expanded is
\begin{equation}
\frac{1}{\sqrt{1-2t\cos\theta+t^2}}
=(1-te^{i\theta})^{-1/2}(1-te^{-i\theta})^{-1/2}.
\end{equation}
Both factors on the right have power series in $te^{\pm i\theta}$ with positive coefficients. The coefficient of $t^l$ is therefore largest in modulus when all phases are one, at $\theta=0$, so $|P_l(\cos\theta)|\le P_l(1)=1$. The terms beyond $L$ obey
\begin{equation}
|\Delta V|\le |q|\sum_{l>L}\frac{s^l}{r^{l+1}}
=\frac{|q|}{r-s}\left(\frac{s}{r}\right)^{L+1}.
\label{bound}
\end{equation}
The part of $V$ belonging to a given $l$ is its projection on the whole eigenspace of $\nabla_\Omega^2$, and this space does not depend on the choice of axes. For several charges, each may thus be treated with its own axis and the bounds added.

High moments matter most for charge near the sphere surface observed from just outside, where $s/r$ is close to one. Charge near the centre contributes little to them.

\section{A smooth pseudo-charge}

\subsection{Construction}

Choose an integer $n\ge1$ and set, for $r\le R$,
\begin{equation}
\tilde\rho(\mathbf r)=\sum_{l\le L}\sum_m q_{lm}\,
\frac{r^l}{N_l}\left(1-\frac{r^2}{R^2}\right)^nY_{lm}(\hat{\mathbf r}),
\label{pseudo}
\end{equation}
with $\tilde\rho=0$ for $r>R$. By orthonormality its moment is $q_{lm}$ if $N_l$ equals the remaining radial integral. The substitution $t=r^2/R^2$ gives
\begin{align}
N_l&=\int_0^R r^{2l+2}\left(1-\frac{r^2}{R^2}\right)^n dr\nonumber\\
&=\frac{R^{2l+3}}2\int_0^1t^{l+1/2}(1-t)^n\,dt\nonumber\\
&=\frac{R^{2l+3}}2\,\mathrm B\!\left(l+\tfrac32,n+1\right),
\label{norm}
\end{align}
where $\mathrm B$ is the beta function. The products $r^lY_{lm}$ are polynomials, so $\tilde\rho$ is smooth at the centre. At $r=R$ it vanishes together with its first $n-1$ derivatives. The exponent $n$ alters the inside of the sphere, but not the moments and hence not the outside potential.

\subsection{Fourier coefficients}

In a crystal of cell volume $\Omega$ write $\tilde\rho(\mathbf r)=\sum_{\mathbf G}\tilde\rho(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$. The coefficient is $\Omega^{-1}$ times the integral of $\tilde\rho\,e^{-i\mathbf G\cdot\mathbf r}$ over one cell. The Rayleigh expansion,
\begin{equation}
e^{-i\mathbf G\cdot\mathbf r}=4\pi\sum_{lm}(-i)^lj_l(Gr)
Y^*_{lm}(\hat{\mathbf r})Y_{lm}(\hat{\mathbf G}),
\label{rayleigh}
\end{equation}
leaves the radial integrals
\begin{equation}
I_{l,n}=\int_0^R r^{l+2}\left(1-\frac{r^2}{R^2}\right)^n j_l(Gr)\,dr .
\end{equation}
The Bessel identity $[x^{l+2}j_{l+1}(x)]'=x^{l+2}j_l(x)$ implies $r^{l+2}j_l(Gr)=G^{-1}\,d[r^{l+2}j_{l+1}(Gr)]/dr$. Integrate by parts. For $n\ge1$ the boundary terms vanish, and differentiating the bracket produces $-2nr/R^2$, so
\begin{equation}
I_{l,n}=\frac{2n}{GR^2}I_{l+1,n-1},\qquad
I_{l,0}=\frac{R^{l+2}}{G}j_{l+1}(GR).
\label{recursion}
\end{equation}
Applying the recursion $n$ times gives
\begin{equation}
I_{l,n}=2^nn!\,R^{l+3}\frac{j_{l+n+1}(GR)}{(GR)^{n+1}},
\end{equation}
and therefore, for $\mathbf G\ne0$,
\begin{equation}
\tilde\rho(\mathbf G)=\frac{4\pi}{\Omega}\sum_{l\le L}\sum_m(-i)^l
\frac{q_{lm}}{N_l}I_{l,n}Y_{lm}(\hat{\mathbf G}).
\label{rhoG}
\end{equation}
Poisson's equation gives $\tilde V(\mathbf G)=4\pi\tilde\rho(\mathbf G)/G^2$. Once $GR$ is well above the Bessel orders involved, $j_{l+n+1}(GR)$ falls as $1/(GR)$. The density coefficients then fall as $G^{-n-2}$ and those of the potential as $G^{-n-4}$. For a point charge, the density coefficients do not decay and the potential coefficients fall only as $G^{-2}$.

\section{The crystal}

\subsection{Equality up to a constant}

Repeat the sphere on a lattice with vectors $\mathbf T$, without overlap. Let all moments agree for the moment, and let the charge between the spheres be the same in both problems. Define $\delta\rho=\rho-\tilde\rho$ for one sphere and let $v$ be its free-space potential. All moments of $\delta\rho$ vanish, so (\ref{main}) gives $v=0$ outside the sphere. The lattice sum
\begin{equation}
W(\mathbf r)=\sum_{\mathbf T}v(\mathbf r-\mathbf T)
\end{equation}
has at most one nonzero term at any point and raises no question of convergence. It is periodic and solves Poisson's equation for the repeated $\delta\rho$.

The difference $V-\tilde V$ of the two crystal potentials solves the same equation. Hence $V-\tilde V-W$ is periodic and harmonic. Its Fourier coefficients $c_{\mathbf G}$ obey $G^2c_{\mathbf G}=0$, so only $\mathbf G=0$ survives, and
\begin{equation}
V-\tilde V=W+\text{constant}.
\label{crystal}
\end{equation}
Between the spheres $W=0$, and the potentials differ by a constant.

\subsection{The value of the constant}

If both potentials are given zero cell average, as when the $\mathbf G=0$ coefficient is set to zero, the constant in (\ref{crystal}) must be minus the average of $W$, which is $\Omega^{-1}\int v\,d^3r$. Green's identity on a ball slightly larger than the sphere has no surface term, because $v$ and its gradient vanish there. With $\nabla^2r^2=6$,
\begin{align}
6\int v\,d^3r&=\int v\,\nabla^2r^2\,d^3r=\int r^2\nabla^2v\,d^3r\nonumber\\
&=-4\pi\int r^2\delta\rho\,d^3r .
\label{green}
\end{align}
Between the spheres it follows that
\begin{equation}
V-\tilde V=\frac{2\pi}{3\Omega}\int r^2\,\delta\rho(\mathbf r)\,d^3r .
\label{shift}
\end{equation}
The integral is a second radial moment. It is not among the $q_{lm}$: for a spherical density, $q_{00}$ fixes the total charge but not its spread. With several spheres per cell, their contributions add. The constant produces no field, and in a neutral cell it does not change the electrostatic energy, since it multiplies zero total charge.

\subsection{Use with a plane-wave interstitial density}

In the LAPW method the density between the spheres is a plane-wave sum, $\rho_I=\sum_{\mathbf G}\rho_I(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$. It is convenient to let this sum continue through the spheres. The pseudo-charge must then supply only what the continuation lacks:
\begin{equation}
\tilde q_{lm}=q_{lm}^{\rm true}-q_{lm}^{\rm PW}.
\label{difference}
\end{equation}
For a sphere at the origin, the complex conjugate of (\ref{rayleigh}) reads $e^{i\mathbf G\cdot\mathbf r}=4\pi\sum_{lm}i^lj_l(Gr)Y_{lm}(\hat{\mathbf r})Y^*_{lm}(\hat{\mathbf G})$. Inserting it in (\ref{moments}), orthonormality selects one term whose radial integral is $I_{l,0}$, and the constant $\mathbf G=0$ term contributes only to $l=0$. This gives
\begin{align}
q_{lm}^{\rm PW}&=\frac{\sqrt{4\pi}}3R^3\rho_I(0)\,\delta_{l0}\nonumber\\
&\quad+4\pi i^l\sum_{\mathbf G\ne0}\rho_I(\mathbf G)
\frac{R^{l+2}}{G}j_{l+1}(GR)Y^*_{lm}(\hat{\mathbf G}).
\end{align}
For a sphere centred at $\boldsymbol\tau$, each $\rho_I(\mathbf G)$ acquires the factor $e^{i\mathbf G\cdot\boldsymbol\tau}$.

The resulting potential is meant for use between the spheres. Inside, one returns to the true density and solves (\ref{radial}), with the values at $r=R$ as boundary condition.

\section{A worked example}

\subsection{One sphere in free space}

Take $R=2$ bohr and three charges: $+4$ at the centre, $-2$ at $(0.3,0,0.4)$ and $-1$ at $(0,-0.3,0.4)$ bohr. These are model parameters. Both negative charges lie $0.5$ bohr from the centre. The lowest moments are
\begin{align}
q_{00}&=\frac{4-2-1}{\sqrt{4\pi}}=0.2821,\\
q_{10}&=\sqrt{\frac3{4\pi}}\left[(-2)(0.4)+(-1)(0.4)\right]=-0.5863,
\end{align}
in $e$ and $e\,$bohr. At $\mathbf r=(1.5,1.5,1.0)$ bohr, where $r=2.3452$ bohr, the direct Coulomb sum is
\begin{equation}
V=\frac4{\sqrt{5.5}}-\frac2{\sqrt{4.05}}-\frac1{\sqrt{5.85}}
=0.298349 .
\end{equation}
The monopole gives $1/r=0.426401$. For the dipole, the $l=1$ term of (\ref{legendre}), summed over the charges, is $\mathbf p\cdot\mathbf r/r^3$ with $\mathbf p=\sum_iq_i\mathbf s_i=(-0.6,0.3,-1.2)$ $e\,$bohr. It equals $-1.65/5.5^{3/2}=-0.12792$, which brings the sum to $0.29848$.

The errors relative to the direct sum, in hartree$/e$, are $1.3\times10^{-4}$ after $l=1$, $-1.4\times10^{-3}$ after $l=2$ and $2.1\times10^{-7}$ after $l=8$. The error grows at $l=2$ because the small error after $l=1$ comes from an accidental cancellation at this point: the quadrupole term is $-1.53\times10^{-3}$, while all later terms together give $+1.40\times10^{-3}$. Stopping before the quadrupole omits both. The bound (\ref{bound}) does fall steadily with $L$; at $L=8$ it is
\begin{equation}
\frac{2+1}{2.3452-0.5}\left(\frac{0.5}{2.3452}\right)^9
=1.5\times10^{-6}.
\end{equation}

Next replace the point charges by (\ref{pseudo}) with $L=8$. Three-dimensional quadrature of its Coulomb integral gives $0.29834884$ for both $n=3$ and $n=6$, equal to the printed multipole sum through $l=8$. The two smooth charges have different profiles and the same outside potential.

Inside the sphere the equality fails. The potential of the pseudo-charge there follows from spherical shells. A shell at radius $s$ acts at $r>s$ through its moment, as in (\ref{A}). At $r<s$ its potential is the regular solution $r^l$, joined continuously at $r=s$. Thus
\begin{align}
\tilde V_{lm}(r)=\frac{4\pi}{2l+1}\biggl[&
\frac1{r^{l+1}}\int_0^r s^{l+2}\tilde\rho_{lm}(s)\,ds\nonumber\\
&+r^l\int_r^R s^{1-l}\tilde\rho_{lm}(s)\,ds\biggr].
\end{align}
At $(0,0,1)$ bohr the true potential is $4-3/\sqrt{0.45}=-0.4721$, whereas the $n=6$ pseudo-charge gives $-0.2027$ hartree$/e$.

\subsection{The same sphere in a lattice}

Place the sphere on a simple cubic lattice of side $5$ bohr, so that $\Omega=125$ bohr$^3$. A uniform background filling the whole cell cancels its net charge of $+1$. The background is its own continuation through the sphere, so by (\ref{difference}) the pseudo-charge carries just the moments of the point charges.

The second moment of the point charges is $-3(0.5)^2=-0.75$ $e\,$bohr$^2$. For the pseudo-charge only $l=0$ survives the angular integral. With $Q=1$ and $\mathrm B(a+1,b)=\mathrm B(a,b)\,a/(a+b)$,
\begin{align}
\int r^2\tilde\rho\,d^3r
&=QR^2\frac{\mathrm B(5/2,n+1)}{\mathrm B(3/2,n+1)}
=\frac{3QR^2}{2n+5}\nonumber\\
&=\frac{12}{17}=0.7059\ e\,\text{bohr}^2
\end{align}
for $n=6$. Equation (\ref{shift}) then predicts
\begin{equation}
V-\tilde V=\frac{2\pi}{3(125)}(-0.7500-0.7059)=-0.02439 .
\end{equation}
An Ewald sum treats the point charges without any pseudo-charge. At $(1.5,1.5,1.0)$ bohr it gives $-0.17250$, and the Fourier series of the pseudo-charge gives $-0.14811$. Their difference is $-0.02439$ hartree$/e$, as predicted. The same difference is found at $(2.5,0,0)$ and $(2.5,2.5,2.5)$ bohr, to within about $10^{-6}$ hartree$/e$, although the potentials themselves vary. With all moments matched, the replacement changes the zero of potential and not the field between the spheres. With $L=8$ this holds up to the small contribution of the unmatched moments $l>8$, which is largest near the sphere surfaces.

The gain in convergence is visible at equal cutoffs. With $7152$ reciprocal vectors, the root-mean-square error over these three points, relative to the Ewald values, is $2.3\times10^{-7}$ hartree$/e$ for the pseudo-charge after the constant is included. Part of this comes from the unmatched moments $l>8$, which already leave $2.1\times10^{-7}$ at the first point in free space. A larger cutoff therefore does not bring the error below about $10^{-7}$ unless $L$ is raised as well. The Fourier series of the point charges, cut at the same $G$, has an error of $1.3\times10^{-2}$ hartree$/e$. That series converges slowly and irregularly, and this cutoff happens to favour it: raising or lowering the cutoff by $2\pi/(5\ \text{bohr})$ gives an error of about $0.1$ hartree$/e$. Further values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
sphere radius R = 2.0 bohr; L = 8; n = 6
charge +4.0 e at [0.0, 0.0, 0.0] bohr
charge -2.0 e at [0.3, 0.0, 0.4] bohr
charge -1.0 e at [0.0, -0.3, 0.4] bohr
q_0,0 = +0.282095 +0.000000 i  e bohr^0
q_1,0 = -0.586323 +0.000000 i  e bohr^1
q_1,1 = +0.207296 +0.103648 i  e bohr^1
q_2,0 = -0.217620 +0.000000 i  e bohr^2
q_2,1 = +0.185412 +0.092706 i  e bohr^2
q_2,2 = -0.034765 -0.000000 i  e bohr^2
largest deviation of projected moments, l<=4: 1.9e-12 (a.u.)
outside point [1.5, 1.5, 1.0] bohr, distance 2.345208 bohr
  direct Coulomb sum: 0.29834863 hartree/e
  multipoles to l=0: 0.42640143, error +1.3e-01, bound 3.5e-01 hartree/e
  multipoles to l=1: 0.29848100, error +1.3e-04, bound 7.4e-02 hartree/e
  multipoles to l=2: 0.29694807, error -1.4e-03, bound 1.6e-02 hartree/e
  multipoles to l=4: 0.29815944, error -1.9e-04, bound 7.2e-04 hartree/e
  multipoles to l=8: 0.29834884, error +2.1e-07, bound 1.5e-06 hartree/e
  pseudo-charge n=3, quadrature: 0.29834884 hartree/e
  pseudo-charge n=6, quadrature: 0.29834884 hartree/e
inside point [0.0, 0.0, 1.0] bohr
  true potential:   -0.472136 hartree/e
  pseudo potential: -0.202671 hartree/e
  true - pseudo, free space: -0.269465 hartree/e
  true - pseudo - constant, crystal: -0.269465 hartree/e
cubic lattice side 5.0 bohr, cell volume 125.0 bohr^3
second moment r^2, true charge:   -0.750000 e bohr^2
second moment r^2, pseudo-charge: 0.705882 e bohr^2
predicted constant true - pseudo: -0.024394 hartree/e
at [1.5, 1.5, 1.0] bohr: Ewald -0.172500, pseudo -0.148106, difference -0.024394 hartree/e
at [2.5, 0.0, 0.0] bohr: Ewald -0.018563, pseudo 0.005830, difference -0.024393 hartree/e
at [2.5, 2.5, 2.5] bohr: Ewald -0.173006, pseudo -0.148613, difference -0.024394 hartree/e
cutoff G = 7.540 1/bohr, 924 vectors: rms error pseudo 1.4e-04, point charges 7.8e-02 hartree/e
cutoff G = 15.080 1/bohr, 7152 vectors: rms error pseudo 2.3e-07, point charges 1.3e-02 hartree/e
\end{verbatim}
